Fermi level of a threefold-valley subband in a silicon-carbide channel

**Problem**

An electron channel lies under the gate oxide of a silicon-carbide transistor. Confinement normal to the interface has turned the conduction band into subbands, and only the lowest is kept. It has three equivalent valleys, each with density-of-states mass m = 0.42 m0, where m0 is the free-electron mass. The channel holds n = 2×10¹² mobile electrons per cm² at T = 300 K.

(a) Estimate by scaling where the Fermi level E_F lies relative to the subband edge E0.

(b) Find E_F − E0 exactly within the model, and compare.

(c) Decide whether the answer says that electron traps at the interface are empty, and find which neglected effects could change it noticeably.

The model assumes parabolic valleys, a sharp edge, twofold spin degeneracy and thermal equilibrium. If current flows, E_F means the local quasi-Fermi level of the channel electrons. The mass is given per valley, so the factor 3 must be supplied separately. Energies are in eV or meV, and μ = E_F − E0 is negative when the Fermi level lies below the edge.

**First estimate by scaling**

The question is whether the electrons are crowded or dilute in the states that heat makes accessible. A thermal electron has kinetic energy of order kT, so its wave number is of order

k_T = √(2m kT)/ħ.

At 300 K, kT = 25.852 meV = 4.142×10⁻²¹ J, and m = 0.42 × 9.109×10⁻³¹ kg = 3.826×10⁻³¹ kg. Hence

k_T = √(2 × 3.826×10⁻³¹ × 4.142×10⁻²¹)/(1.0546×10⁻³⁴) m⁻¹ = 0.534 nm⁻¹.

In a large sample of area A with periodic boundaries, each allowed wave vector occupies an area (2π)²/A in the k-plane. The disc of radius k_T therefore contains, per unit sample area,

π k_T²/(2π)² = k_T²/(4π)

wave vectors. Two spins and three valleys multiply this by 6:

N ≈ 6 × (0.534)²/(4π) nm⁻² = 0.136 nm⁻² = 1.36×10¹³ cm⁻².

The ratio n/N is about 0.147, so roughly one accessible state in seven is filled. The gas is dilute, though not extremely so. In a dilute gas, the occupation of a state near the edge is of order exp(μ/kT). Setting this equal to n/N gives

μ ≈ kT ln(n/N) = 25.85 meV × (−1.917) ≈ −50 meV.

Scaling fixes the sign and the size, but not the factor inside the logarithm. Cutting the disc at 2kT instead of kT would double N and lower μ by kT ln 2 = 18 meV. The estimate is thus some tens of meV below the edge, and the exact calculation must show whether 50 meV is better than the argument deserves.

**Exact solution**

*Density of states.* Measure the wave vector from the minimum of one valley, along the principal axes of its ellipse. With in-plane masses m1 and m2,

ε = E − E0 = ħ²kx²/(2m1) + ħ²ky²/(2m2).

The curve of constant ε is an ellipse. Setting ky = 0 and then kx = 0 gives its semi-axes, √(2m1 ε)/ħ and √(2m2 ε)/ħ. Its area is π times their product:

S(ε) = 2π √(m1 m2) ε/ħ².

Rotating a valley about the surface normal does not change this area. The three valleys therefore contribute equally although their ellipses point in different directions, and the masses enter through m = √(m1 m2). Dividing S by (2π)² and multiplying by 2 for spin and by g = 3 for valleys gives the number of states per unit area below ε:

G(ε) = 2g × 2πmε/[(2π)²ħ²] = g m ε/(πħ²).

Its derivative is the density of states,

D = dG/dε = g m/(πħ²),  ε > 0,

which does not depend on energy. Below the edge it is zero.

*Filling.* Each state is occupied with the Fermi probability, so

n = D ∫₀^∞ dε / {1 + exp[(ε − μ)/kT]}.

Multiply numerator and denominator by exp[−(ε − μ)/kT]. The integrand becomes

exp[−(ε − μ)/kT] / {1 + exp[−(ε − μ)/kT]}.

The numerator is −kT times the derivative of the denominator with respect to ε. An antiderivative is therefore

−kT ln{1 + exp[−(ε − μ)/kT]}.

At the upper limit the exponential vanishes and the logarithm is zero. Subtracting the value at ε = 0 leaves

n = D kT ln[1 + exp(μ/kT)].

*Inversion.* Define N = D kT = g m kT/(πħ²). Since k_T² = 2m kT/ħ², this equals g k_T²/(2π), the same N that the disc gave with g = 3. Divide by N and exponentiate:

exp(n/N) = 1 + exp(μ/kT).

Subtract 1 and take the logarithm, which is allowed because exp(n/N) > 1 for any positive n:

E_F − E0 = μ = kT ln[exp(n/N) − 1].

The density rises strictly with μ, so the solution is unique.

*Numbers.* The density of states is D = 5.263×10¹⁴ eV⁻¹ cm⁻². Then

N = 5.263×10¹⁴ × 0.025852 cm⁻² = 1.361×10¹³ cm⁻²,

n/N = 2×10¹²/(1.361×10¹³) = 0.1470,

exp(n/N) − 1 = 0.1583,

ln(0.1583) = −1.843,

E_F − E0 = 25.852 meV × (−1.843) = −47.65 meV.

The Fermi level lies about 48 meV below the subband edge.

*A count without the integral.* The formula can be tested state by state. Take a square of side 200 nm with periodic boundaries, and valley masses m1 = 0.58 m0 and m2 = (0.42²/0.58) m0, so that √(m1 m2) = 0.42 m0. Summing the Fermi occupations of the discrete states at the derived μ, with the factor 6, returns 2.000000×10¹² cm⁻². This confirms both the constant density of states and the filling law. A second count, in a square of side 1000 nm, used masses 0.58 and 0.31 m0 and valleys rotated by 0°, 60° and 120°. The number of states below 100 meV was 1.00001 times the area formula.

**Comparison of the two**

The estimate gives −49.57 meV when its digits are kept, and the exact result is −47.65 meV. Two separate facts explain the closeness.

First, the cut at kT happened to be the right one. For a constant density of states, the dilute-gas integral is

D ∫₀^∞ exp[(μ − ε)/kT] dε = D kT exp(μ/kT) = N exp(μ/kT).

The exponential tail thus carries the same weight as a sharp disc filled up to kT. This depends on the two-dimensional density of states; a density that varied with energy would generally bring in another numerical factor.

Second, the remaining difference is the exclusion principle, and its size follows from an expansion. Write x = n/N and use

exp(x) − 1 = exp(x/2)[exp(x/2) − exp(−x/2)] = 2 exp(x/2) sinh(x/2).

For small x, 2 sinh(x/2) = x(1 + x²/24 + …), where the omitted terms start at x⁴. Taking the logarithm,

μ/kT = ln x + x/2 + x²/24 + O(x⁴).

The first term is the scaling estimate. The second is 25.852 × 0.1470/2 = 1.90 meV, and the third is 0.02 meV. Together they raise −49.57 meV to −47.65 meV. The sign has a simple meaning: a state cannot hold more than one electron, so the Fermi level must stand higher than in the dilute formula to accommodate the same density.

The occupation at the edge shows how dilute the gas is. From exp(μ/kT) = exp(x) − 1,

f(E0) = exp(μ/kT)/[1 + exp(μ/kT)] = [exp(x) − 1]/exp(x) = 1 − exp(−x) = 0.137.

*The opposite limit.* When x is large, take exp(x) out of the bracket:

μ = kT x + kT ln[1 − exp(−x)] = n/D + kT ln[1 − exp(−x)].

The last term vanishes as T → 0 at fixed n. The Fermi level then lies n/D = 2×10¹²/(5.263×10¹⁴) eV = 3.8 meV above the edge. The same electrons that leave the Fermi level 48 meV below the edge at room temperature would thus put it slightly above the edge in a cold, ideal channel. The crossing μ = 0 occurs at exp(x) = 2, or n = N ln 2. At 300 K this is 9.4×10¹² cm⁻², almost five times the given density.

*Sensitivity.* Differentiating μ = kT ln[exp(x) − 1] at fixed temperature gives

dμ/dx = kT exp(x)/[exp(x) − 1] = kT/[1 − exp(−x)].

A small relative change δn/n changes x by x δn/n, so

δμ = kT x/[1 − exp(−x)] × δn/n = (25.85 × 0.1470/0.1367) meV × δn/n = 27.8 meV × δn/n.

An error of 10% in the free density moves the answer by about 3 meV. At fixed n, x is inversely proportional to g m, so a small relative increase in the mass lowers μ with the same coefficient. The valley factor is too large a change for this linear rule: with one valley instead of three, the exact formula gives −15.3 meV. It therefore matters that 0.42 m0 belongs to each valley and is not a total that already includes all three.

**Subband edge and interface traps**

A Fermi level 48 meV below the subband edge might suggest that traps near the conduction-band edge are mostly empty. That inference confuses two edges. The subband edge E0 contains the energy of confinement and lies above the conduction-band edge E_C at the interface.

The difference requires a model of the well. Let z measure depth into the semiconductor and let the oxide be a hard wall at z = 0. The envelope functions obey

−[ħ²/(2m_z)] ψ″ + V(z)ψ = Eψ,  ψ(0) = 0,

where m_z is the mass normal to the interface and V(0) = 0 at E_C. By Gauss's law, the slope of V at depth z is set by the charge lying deeper than z:

V′(z) = (e²/ε_s)[N_dep + ∫_z^∞ ρ(z′) dz′].

Here ε_s is the permittivity of the semiconductor, N_dep is the depletion charge per area divided by e, and ρ is the electron density per volume. Treating the depletion charge as lying wholly behind the well is an approximation that suits a well much narrower than the depletion layer. The subbands are filled by the law derived above, and the equations are iterated until V reproduces itself. This is a mean-field calculation; it leaves out exchange, correlation, image forces and penetration into the oxide.

Rough silicon-carbide values are m_z = 0.33 m0, relative permittivity 9.7 and N_dep = 1.8×10¹² cm⁻². They give E0 − E_C = 179 meV. With the small population of higher subbands included, E_F − E0 is −48.3 meV, so

E_F − E_C ≈ 179 − 48 ≈ 130 meV.

The Fermi level is below the subband edge and well above the band edge at the interface. A trap level at E_C, in equilibrium with the channel and with no degeneracy factor, has occupation

1/[1 + exp(−130.2/25.85)] = 0.994.

For the charges assumed here it is almost full. The 130 meV is uncertain by tens of meV: penetration into an oxide barrier of 2.7 eV (oxide mass 0.5 m0) lowers it by about 17 meV, the image force raises it by about 11 meV, and a permittivity of 10.3, at the upper end of values for a field along the c axis, lowers it by 7 meV. A smaller depletion charge lowers it further: N_dep = 5.7×10¹¹ and 1.8×10¹¹ cm⁻² give E_F − E_C = 82 and 64 meV, with occupations 0.96 and 0.92. In all these cases the level stays mostly full. The answer to the first part of (c) is therefore no: 48 meV describes how dilute the mobile electrons are, not how empty the traps are.

This is where bias instability enters. Suppose a gate bias leads n_t electrons per area to be captured at the interface. To keep the same free density and depletion charge, the gate must supply an additional charge e n_t per area. The extra voltage across an oxide of capacitance C_ox per area is

ΔV = e n_t/C_ox.

If capture and release are slow, this voltage depends on the bias history, and the threshold drifts. The equilibrium occupation says which traps will finally be filled, but not how long filling takes.

**What the ideal subband leaves out**

*More states.* In the self-consistent well, the next subband lies 99 meV higher, and all excited subbands together hold 2.4% of the electrons. Removing this fraction from the lowest subband should lower μ by about 27.8 × 0.024 = 0.7 meV, which agrees with the change from −47.65 to −48.32 meV.

Silicon carbide also has a second conduction band nearby. If its lowest subband is placed a rough 100 meV above E0 and given the same D, the result is −48.26 meV. If instead the valleys are nonparabolic, with density of states D(1 + 2αε) and a rough α = 0.3 eV⁻¹, it is −48.09 meV. This takes 0.42 m0 as the mass at the subband edge, so any increase of that mass by confinement is already included in it.

Each of these three effects adds states, so each lowers the Fermi level at fixed n. Simply adding their separate shifts gives −1.7 meV, or a total near −49 meV. This smallness belongs to the assumed depletion charge. In the wider wells with N_dep = 5.7×10¹¹ and 1.8×10¹¹ cm⁻², the excited subbands alone hold 12% and 22% of the electrons and bring E_F − E0 to −51 and −55 meV.

*Exchange.* Electrons of equal spin in the same valley avoid each other, which lowers their energies. For a sheet of zero thickness with static screening, the exchange energy is −3.2 meV at the valley minimum and −2.8 meV at k_T. A common shift moves the edge and the Fermi level together and drops out of E_F − E0. What remains is the variation with k, about 0.4 meV here. This small value rests on static screening: wave-vector-dependent screening and a finite layer thickness move the resulting shift of E_F − E0 between 0.2 and 0.5 meV, while unscreened exchange would give about 4 meV. Correlation is not included in this estimate, although the mean Coulomb energy between neighbouring electrons is about 2kT. A common shift does not drop out of E_F − E_C: a static Coulomb-hole estimate for the finite-thickness layer lowers both E0 and E_F by roughly 35 meV, which would take the occupation of a trap at E_C from 0.99 to about 0.97.

*An uneven edge.* Fixed charges and roughness make the local subband edge vary along the channel. Suppose the variation is smooth enough for the filling law to hold locally, with a Gaussian spread σ about the mean edge. For a dilute gas, a local displacement u multiplies the density by exp(−u/kT). The Gaussian average of this factor is exp[σ²/(2(kT)²)], so keeping n fixed requires the shift

δμ = −σ²/(2kT).

For a rough σ = 20 meV this is −400/(2 × 25.85) = −7.7 meV. The full Fermi calculation gives E_F at 54.1 meV below the mean edge, a shift of −6.5 meV. It is smaller because the low-lying regions, which dominate the dilute average, are also the ones where exclusion most reduces the filling.

*A short lifetime.* Scattering blurs the edge as well. The three rotated valleys together conduct isotropically, with the inverse mass averaged over the two axes: 2/(1/0.58 + 1/0.31) = 0.404 in units of m0. If m_c is this transport mass and M the mobility, the time in which scattering destroys the momentum is τ = m_c M/e. When scattering is equally likely in all directions, this is also the lifetime of a state; when small deflections dominate, the lifetime is shorter and the width larger. A rough M = 50 cm²/Vs gives τ = 11.5 fs and, with the two times taken as equal, an energy half-width

ħ/(2τ) = 29 meV.

This exceeds kT and is more than half of the 48 meV under discussion. A sharp subband edge is then an idealization, and the last digit of the result has no direct meaning for such a channel. The width should not be turned into a shift by giving every state a Lorentzian profile. The broadened density of states would fall only as 1/|ε| far below the edge, where every state is full, and the integral for n would diverge logarithmically. A realistic band tail must fall faster.

**The real channel**

The model corresponds to the (0001) face of 4H silicon carbide, where the three conduction valleys are equivalent. The rough in-plane masses 0.58 and 0.31 m0 have the geometric mean 0.424 m0, close to the stated 0.42 m0, and would give −47.9 meV. With the charges used above, the interface field in the semiconductor is 0.71 MV/cm. Continuity of the electric displacement, without interface charge and with a relative oxide permittivity of 3.9, makes the oxide field 1.76 MV/cm. These fields are below the rough breakdown scales of 3 MV/cm for the semiconductor and 10 MV/cm for the oxide, so the example describes a moderate bias, provided that little charge is trapped at the interface; trapped electrons would raise the oxide field. The mobile density itself can be uncertain in real devices, because oxide interfaces on silicon carbide can hold many traps near the conduction band. If 2×10¹² per cm² were instead the total of mobile and trapped electrons, and half of them were trapped, the free density would be 1×10¹² cm⁻² and E_F − E0 would be −66.5 meV, a change of 19 meV. For comparison, the uneven edge, with the spread of 20 meV assumed above, shifts the original −47.65 meV by −6.5 meV. A spread of 40 meV would shift it by about −24 meV, so which uncertainty matters more depends on the device.

Power devices also run hot. At 450 K, with the free density held at 2×10¹² cm⁻², the ideal formula gives −88 meV. The single-subband model is weaker here: in the self-consistent well the excited subbands hold about 8% of the electrons and give −92 meV, a second conduction band adds a few meV more, and the occupation of a trap at E_C falls to about 0.9. Heating raises kT in front of the logarithm and also raises N, which makes the gas more dilute; both changes push the Fermi level down. In an actual transistor at fixed gate voltage, the free density would change with temperature too, so this figure isolates the thermal effect and does not predict the device's full response.

Thus 48 meV below the edge is the right reading for 2×10¹² free electrons per cm² at 300 K in the ideal subband. To apply it to a measured channel, one must first establish how much of the charge is free and how well defined the edge is. The numerical output lists most of the values behind these comparisons.

Table of computed values

```
free sheet density: 2.00e+12 cm^-2
temperature: 300 K
valley degeneracy: 3 (number)
density-of-states mass per valley: 0.42 m0
thermal energy kT: 25.852 meV
density of states D: 5.2634e+14 eV^-1 cm^-2
thermal density N: 1.3607e+13 cm^-2
n/N: 0.14698 (ratio)
exp(n/N)-1: 0.15833 (ratio)
ln(exp(n/N)-1): -1.8430 (ratio)
E_F-E0, closed form: -47.65 meV
E_F-E0, numerical filling integral: -47.65 meV
density from k-state sum: 2.000000e+12 cm^-2
edge occupation: 0.1367 (fraction)
E_F-E0, Boltzmann: -49.57 meV
E_F-E0 if only one valley counted: -15.26 meV
rough in-plane mass 1: 0.58 m0
rough in-plane mass 2: 0.31 m0
geometric mean mass: 0.4240 m0
E_F-E0 with geometric mean: -47.91 meV
ellipse state count / area formula: 1.00001 (ratio)
rough perpendicular mass: 0.33 m0
rough SiC relative permittivity: 9.7 (ratio)
rough oxide relative permittivity: 3.9 (ratio)
rough depletion charge: 1.80e+12 cm^-2
Hartree E0 above interface band edge: 178.6 meV
Hartree first subband spacing: 99.3 meV
excited-subband population: 2.38 percent
E_F-E0 with excited subbands: -48.32 meV
E_F above interface band edge: 130.2 meV
filling of trap at interface band edge: 0.994 (fraction)
rough second-band subband offset: 100 meV
E_F-E0 with second band, same D: -48.26 meV
rough nonparabolicity: 0.3 eV^-1
E_F-E0 with nonparabolicity: -48.09 meV
rough Gaussian edge spread: 20 meV
E_F minus mean edge with spread: -54.11 meV
rough free-carrier mobility: 50 cm2/Vs
transport mass: 0.404 m0
scattering time: 11.49 fs
lifetime half-width: 28.7 meV
screened exchange at k=0: -3.17 meV
thermal wave number: 0.534 nm^-1
screened exchange at thermal k: -2.80 meV
E_F-E0 at 450 K, same free density: -88.16 meV
E_F-E0 at 300 K, half charge trapped: -66.53 meV
SiC field at interface: 0.71 MV/cm
oxide field, no interface charge: 1.76 MV/cm
```
